\section*{Exact Quasichemical Pair Probabilities in a One-Dimensional Lattice Gas, part 2}

Molecules from a gas at temperature $T$ adsorb on an infinite row of equivalent sites, each empty (0) or singly occupied (1). We want the gas pressure that keeps a fraction $\theta$ of the sites occupied. Each pair of occupied neighbours costs an energy $w$, positive for repulsion; $u=w/kT$ and $x=e^{-u}$, with $k$ Boltzmann's constant. The activity is $z=e^{(\mu-\varepsilon)/kT}$, where $\mu$ is the chemical potential and $\varepsilon$ the free energy of a lone adsorbed molecule, vibrations included. A lone molecule leaves at rate $k_0$. The pressure is proportional to $z$.

Let $P_1=\theta$, $P_0=1-\theta$, and let $P_{ab}$ be the probability that two neighbours have occupations $a$ (left) and $b$ (right). Then $P_{10}=P_{01}$ and
\begin{equation}
\begin{aligned}
P_{10}&=\frac{2\theta(1-\theta)}{1+R},\qquad
R=\sqrt{1-4\theta(1-\theta)(1-x)},\\
P_{11}&=\theta-P_{10},\qquad P_{00}=1-\theta-P_{10},
\end{aligned}
\label{summary}
\end{equation}
which is equivalent to the pair (quasichemical) law $P_{11}P_{00}=xP_{10}^2$. The cross ratio of a bond is $P_{11}P_{00}/(P_{10}P_{01})$. The activity is $z=(1-\theta)P_{10}^2/(\theta P_{00}^2)$.

The transfer matrix $\mathsf T$ has largest eigenvalue $\lambda_+$ with eigenvector $v$, where $v_1^2=\theta$, $v_0^2=1-\theta$ and $P_{ab}=v_aT_{ab}v_b/\lambda_+$. For $M$ consecutive sites with occupations $a_1,\dots,a_M$,
\begin{equation}
P(a_1,\dots,a_M)=\frac{P_{a_1a_2}P_{a_2a_3}\cdots P_{a_{M-1}a_M}}{P_{a_2}\cdots P_{a_{M-1}}}.
\label{markov}
\end{equation}
For three sites,
\begin{equation}
P(a,1,b)=\frac{P_{a1}P_{1b}}{\theta}.
\label{triple}
\end{equation}

Random placement of the molecules gives two conflicting activities. The energy route (mean field) gives
\begin{equation}
z_{\rm energy}=\frac{\theta}{1-\theta}\,e^{2u\theta}.
\label{mf}
\end{equation}
The rate route, which balances adsorption and desorption with random neighbours, gives
\begin{equation}
k_0z(1-\theta)=k_0\theta(1-\theta+\theta e^u)^2,\qquad
z_{\rm rate}=\frac{\theta}{1-\theta}(1-\theta+\theta e^u)^2.
\label{rr}
\end{equation}

In a row of only three sites, with a factor $x$ for each neighbour bond and $y$ between sites 1 and 3, the cross ratio of sites 1 and 2 is
\begin{equation}
\frac{P_{11}P_{00}}{P_{10}P_{01}}
=x\left[1+\frac{z(1-x)(1-y)}{(1+zx)(1+zy)}\right].
\label{three}
\end{equation}

\subsection*{Why the quasichemical entropy is right}

The quasichemical method starts from an entropy written in terms of pairs. In a general lattice that entropy is an approximation. For the infinite row it follows from \eqref{markov}. Define
\begin{equation}
S_1=-\sum_aP_a\ln P_a,\qquad S_2=-\sum_{ab}P_{ab}\ln P_{ab}.
\end{equation}
The average of $-\ln P(a_1,\dots,a_M)$ is $(M-1)S_2-(M-2)S_1$. Dividing by $M$ and letting $M$ grow gives the entropy per site,
\begin{equation}
\frac Sk=S_2-S_1 .
\label{entropy}
\end{equation}
This is the entropy of arrangement; the internal entropy of each molecule is contained in $\varepsilon$.

To compare it with thermodynamics, insert $P_{ab}=v_aT_{ab}v_b/\lambda_+$ in the logarithm of $S_2$. The two eigenvector terms add up to $-\sum_aP_a\ln v_a^2=S_1$, which leaves
\begin{equation}
S_2-S_1=\ln\lambda_+-\sum_{ab}P_{ab}\ln T_{ab}.
\end{equation}
The matrix elements are $T_{00}=1$, $T_{10}=T_{01}=\sqrt z$ and $T_{11}=zx$. The sum is therefore $P_{10}\ln z+P_{11}(\ln z+\ln x)=\theta\ln z-uP_{11}$, and
\begin{equation}
\frac Sk=\ln\lambda_+-\theta\ln z+uP_{11}.
\end{equation}
The grand potential per site is $-kT\ln\lambda_+$, and the interaction energy per site is $wP_{11}$. The right side is thus the interaction energy, minus $(\mu-\varepsilon)\theta$, minus the grand potential, all divided by $kT$. That is the thermodynamic entropy of arrangement.

The pair law can now be found without a matrix. At fixed $\theta$, let $p$ be a trial value of $P_{10}$, and maximize $S_2-S_1-u(\theta-p)$. Since $S_1$ is fixed,
\begin{equation}
\begin{aligned}
\frac{d}{dp}\left[S_2-u(\theta-p)\right]
&=-2\ln p+\ln(\theta-p)\\
&\quad+\ln(1-\theta-p)+u .
\end{aligned}
\end{equation}
The constants $-2+1+1$ have cancelled. Setting the derivative to zero gives $(\theta-p)(1-\theta-p)/p^2=e^{-u}=x$. The second derivative, $-2/p-1/(\theta-p)-1/(1-\theta-p)$, is negative, so this is the maximum.

Two limits show what the entropy counts. Without interaction $S_2=2S_1$, and $S/k=S_1$, the entropy of independent sites. For $x\to0$ at half coverage, $P_{10}=P_{01}=\frac12$ and $S_1=S_2=\ln2$. The entropy per site vanishes, because the row is perfectly alternating.

\subsection*{Where the law stops}

The argument needs a row that falls apart when one bond is cut. A two-dimensional lattice does not. Take an open square patch of $4\times4$ sites with nearest-neighbour repulsion $u=1.547$ and activity $z=e^{2u}$. Summing the weights of all $2^{16}$ configurations gives, for a bond between two of the four central sites, a cross ratio of $0.60x$. The two ends of that bond are also linked around the neighbouring squares, and these detours carry correlation. In two dimensions the quasichemical law is thus an approximation, and in this case its cross ratio is far off. The patch is small and understates the departure: a central bond of a $10\times10$ patch gives $0.48x$, and the infinite square lattice at the same $u$ and $z$ gives $0.47x$.

\subsection*{Desorption that agrees with adsorption}

Let $m$ be the number of occupied neighbours of a site. Its molecule leaves at rate $k_0x^{-m}$, and the site, when empty, fills at rate $k_0z$. The equilibrium weights of the occupied and the empty state, with all other sites held fixed, have the ratio $zx^m$. The two flows are equal, because
\begin{equation}
(zx^m)(k_0x^{-m})=k_0z .
\end{equation}
These rates therefore obey detailed balance configuration by configuration. They place the whole effect of the interaction in the desorption barrier. If part of it acted on adsorption instead, both rates would change together and the equilibrium would not.

The mean desorption rate per site follows from \eqref{triple}:
\begin{equation}
\begin{aligned}
J&=k_0\sum_{ab}\frac{P_{a1}P_{1b}}{\theta}\,x^{-a-b}\\
&=\frac{k_0}{\theta}\left(P_{10}+\frac{P_{11}}x\right)^2 .
\end{aligned}
\label{des}
\end{equation}
The pair law gives $P_{11}/x=P_{10}^2/P_{00}$. With $P_{00}+P_{10}=1-\theta$, the bracket becomes
\begin{equation}
P_{10}\,\frac{P_{00}+P_{10}}{P_{00}}=\frac{P_{10}(1-\theta)}{P_{00}} .
\end{equation}
Its square divided by $\theta$ is $z(1-\theta)$ by the expression for the activity, so
\begin{equation}
J=k_0z(1-\theta).
\end{equation}
This is the adsorption rate per site. Energy and rates now lead to the same pressure, which random placement could not achieve.

At low coverage $P_{11}\simeq x\theta^2$ and $P_{10}\simeq\theta-x\theta^2$. To second order in $\theta$,
\begin{equation}
J\simeq k_0\theta\,[1+2(1-x)\theta].
\end{equation}
Random placement would put $1/x-1$ in place of $1-x$. At $u=1.547$ the coefficients of $\theta$ in the bracket are 7.4 for random placement and 1.6 for the correct pairs. A repelled molecule does leave faster by the factor $1/x$, but such molecules are rarer by the factor $x$. At full coverage $J\to k_0/x^2$, as expected for two certain neighbours.

\subsection*{Carbon monoxide along a platinum step}

Take rough values for carbon monoxide on platinum step edges: $T=450$ K, desorption energy of an isolated molecule $E=1.50$ eV, and prefactor $\nu=10^{14}\ {\rm s^{-1}}$. For the repulsion we choose $w=0.06$ eV as an illustration, not as a measured value. Upright molecules this close may repel each other more strongly, and a larger $w$ would raise the pressure at given coverage. The sites are $a=0.28$ nm apart, and each collects molecules from an area $a^2=0.0784\ {\rm nm^2}$. A molecule that hits an empty site sticks with probability $s=0.8$. The coverage is 0.6.

With $kT=0.03878$ eV, $u=1.547$ and $x=0.2128$. Then
\begin{equation}
\begin{aligned}
R&=\sqrt{1-0.96(1-0.2128)}=0.494,\\
P_{10}&=\frac{0.48}{1.494}=0.321,\\
P_{11}&=0.279,\qquad P_{00}=0.079 .
\end{aligned}
\end{equation}
Random placement would give $P_{11}=0.36$ and $P_{10}=0.24$. The activity, from unrounded pair probabilities, is $z=11.09$.

An isolated molecule leaves at
\begin{equation}
k_0=\nu e^{-E/kT}=1.59\times10^{-3}\ {\rm s^{-1}} .
\end{equation}
The impingement rate of an ideal gas on one site is $pa^2/\sqrt{2\pi m_{\rm g}kT}$. For a molecular mass $m_{\rm g}=28$ u it is $2.45\times10^5\ {\rm s^{-1}}$ per Torr. Equating $s$ times this rate with $k_0z$ gives
\begin{equation}
p=\frac{11.09\times1.59\times10^{-3}}{0.8\times2.45\times10^5}\ {\rm Torr}
=9.0\times10^{-8}\ {\rm Torr},
\end{equation}
or $1.2\times10^{-5}$ Pa. The desorption rate per site is $J=k_0z(1-\theta)=7.0\times10^{-3}\ {\rm s^{-1}}$. Random neighbours give $9.9\times10^{-3}\ {\rm s^{-1}}$, which is 40\% too high within this model. The mean-field isotherm gives a pressure 13\% too low.

At the same temperature, the other coverages give:
\begin{center}
\begin{tabular}{ccc}
$\theta$ & $P_{11}$ & $p$ (Torr)\\
0.2 & 0.012 & $3.0\times10^{-9}$\\
0.4 & 0.079 & $1.6\times10^{-8}$\\
0.6 & 0.279 & $9.0\times10^{-8}$\\
0.8 & 0.612 & $4.7\times10^{-7}$
\end{tabular}
\end{center}
From $\theta=0.2$ to 0.8 the pressure rises by a factor of about 156. Without interaction $z=\theta/(1-\theta)$, and the factor would be 16.

\subsection*{What the model leaves out}

Repulsion does not stop at the nearest neighbour. As a deliberately strong estimate, let all of $w$ fall as the inverse cube of distance, and keep the second and third neighbours, with 7.5 and 2.2 meV. We sum over all configurations of a 16-site ring and adjust $z$ by a numerical root search until $\theta=0.6$. These two terms raise the pressure by 33\% and make the nearest-neighbour cross ratio $1.12x$. The ratio moves the same way in a row of three repelling sites, where a second-neighbour repulsion raises it above $x$. The fourth and all further neighbours are not in the 33\%. In mean field they would multiply the pressure by $\exp(2\theta u\sum_{k\ge4}k^{-3})$. The sum is 0.040, so this factor is about 1.08.

Other steps act as well. Place them 2.0 nm apart with their sites in register, and add the same inverse-cube repulsion over 200 steps on each side, with mean coverage 0.6. One added molecule then feels an energy of 4.6 meV. The interaction energy per molecule is half of this, since each pair is shared, but the chemical potential contains the full energy of adding a molecule. In this mean-field estimate the pressure at fixed coverage rises by the factor $e^{0.00463/0.03878}=1.13$.

Kinks cut the row into pieces. For an open piece of 30 sites at the same $z$, multiplying out the site and bond weights from both ends gives a mean coverage of 0.610 instead of 0.600. An end site lacks one neighbour and has coverage 0.80. Here it is given the binding energy of every other site, which a real kink need not have.

Molecules also adsorb on the terraces. Suppose that they are bound there by 0.30 eV less, with the same prefactor, sticking probability and collecting area per site. The activity of a terrace site is then $11.09\,e^{-0.30/0.03878}=0.0048$. About 0.5\% of the terrace sites are filled, repulsion aside.

During desorption into vacuum there is no gas to maintain equilibrium. The pair law can still serve at each instant if molecules rearrange along the row much faster than they leave. For a rough hopping barrier of 0.60 eV and prefactor $10^{13}\ {\rm s^{-1}}$, a molecule hops at $1.9\times10^6\ {\rm s^{-1}}$. It desorbs at $J/\theta=0.012\ {\rm s^{-1}}$, slower by a factor of about $10^8$. If molecules leave only directly from the row, this supports the use of $d\theta/dt=-k_0z(\theta)(1-\theta)$, with $z(\theta)$ from the pair law. On a stepped surface they can also move onto the terraces and desorb there. With the terrace values above, a terrace molecule leaves at $k_0e^{0.30\,{\rm eV}/kT}$, while the terrace coverage is about $z\,e^{-0.30\,{\rm eV}/kT}$ if exchange with the row is fast. Each terrace site then loses molecules at about $k_0z$, more than the $k_0z(1-\theta)$ of a step site. In that case the terraces carry most of the loss, and the equation for the row alone does not apply. If hopping were frozen, the removal of molecules could leave pairs that no longer obey the pair law.

\subsection*{The model beside the real surface}

Carbon monoxide binds more strongly at platinum steps than on the terraces, and 0.28 nm is close to the distance between platinum atoms, so a row of sites with this spacing is a reasonable picture. How far the row fills at a given pressure depends on the repulsion. The energies and prefactor are rough, and at the chosen $w$ they limit the absolute pressure more than the pair statistics do. For stronger repulsion this need not hold: at $w=0.15$ eV and $\theta=0.4$ random placement puts the pressure too high by a factor of 3 by the energy route and of about 50 by the rate route. An error of 0.05 eV in $E$ changes $p$ by a factor of 3.6, and a factor of ten in $\nu$ changes it by ten when $E$ is held fixed. Detailed balance also ties $\nu$ to $s$, the collecting area and the partition functions of the gas and the adsorbed molecule; for a molecule localized at its site this can make $\nu$ more than ten times the value used here.

On a real step, repulsion need not end at the nearest neighbour. At $\theta=0.6$ the strong estimate above moves the pressure by 33\% through the second and third neighbours, while random placement, within the nearest-neighbour model, puts it 13\% too low by the energy route and 40\% too high by the rate route. At this coverage and the chosen $w$ the shifts are of similar size, and the first would be smaller if the repulsion fell off faster than assumed. The balance changes with coverage. At $\theta=0.2$ the further neighbours add 12\%, the energy route is 23\% too high and the rate route is too high by a factor of two. At $\theta=0.8$ the further neighbours add 48\%, the energy route is 19\% too low and the rate route 7\% too high. Which matters more on a real step depends on the coverage and on the actual range of the repulsion. Forces among three or more molecules, and shifts of molecules to other binding positions at high coverage, are not included in them.

Numbers in the example were calculated in double precision.
